# Polarization of a bent dielectric beam by the flexoelectric effect: a program that tests the result

```python
"""Flexoelectric polarization of a bent dielectric.

Result under test: P = mu * G for short-circuited faces and linear response.
  P  polarization (C/m^2)        mu  effective flexoelectric coefficient (C/m)
  G  strain gradient (1/m)       chi susceptibility, eps_r = 1 + chi
  f  flexocoupling voltage (V)   a, b  quadratic and quartic energy coefficients
  D  electric displacement = free charge per electrode area (C/m^2)
All material values are round, rough values typical of high-permittivity
perovskite ceramics just above their polar transition.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0, elementary_charge
from scipy.optimize import brentq

# Given data
mu = 50e-6
G = 2.0
# Beam dimensions (m)
length, width, thickness = 10e-3, 2e-3, 0.2e-3
# Rough material parameters
curie_constant = 1.0e5        # K
kelvin_above_T0 = 10.0        # K
b = 5.0e9                     # J m^5 / C^4
young, poisson = 100e9, 0.3   # Pa, dimensionless
strength = 80e6               # Pa
breakdown = 5e6               # V/m
cell_edge = 0.4e-9            # m
dead_thickness, dead_eps = 1e-9, 10.0   # layer at each electrode

chi = curie_constant / kelvin_above_T0
eps_r = 1 + chi
a = 1 / (epsilon_0 * chi)
f = mu * a
P_formula = mu * G

# Geometry: measure fibre lengths on a beam bent into a circular arc
R = 1 / G
angles = np.linspace(-length / (2 * R), length / (2 * R), 2001)


def fibre_strain(z):
    x, y = (R + z) * np.sin(angles), (R + z) * np.cos(angles)
    return np.hypot(np.diff(x), np.diff(y)).sum() / length - 1


face_strain = G * thickness / 2
measured_gradient = (fibre_strain(thickness / 2)
                     - fibre_strain(-thickness / 2)) / thickness
assert abs(measured_gradient / G - 1) < 1e-7
assert abs(fibre_strain(thickness / 2) / face_strain - 1) < 1e-5
sagitta = length**2 * G / 8
assert abs(R * (1 - np.cos(length / (2 * R))) / sagitta - 1) < 1e-4

# Equilibrium polarization from the energy density, including the quartic term
p, aa, bb, ff, gg = sp.symbols("p aa bb ff gg")
energy = aa * p**2 / 2 + bb * p**4 / 4 - ff * gg * p
force = sp.lambdify((p, aa, bb, ff, gg), sp.diff(energy, p), "math")


def equilibrium_P(gradient, stiffness=a):
    return brentq(lambda q: force(q, stiffness, b, f, gradient),
                  -1.0, 1.0, xtol=1e-20, rtol=1e-14, maxiter=500)


small = 1e-3
slope = (equilibrium_P(small) - equilibrium_P(-small)) / (2 * small)
assert abs(slope / mu - 1) < 1e-9
P_energy = equilibrium_P(G)
assert abs(P_energy / P_formula - 1) < 1e-5   # quartic term is about 4e-6
nonlinear = -b * P_formula**2 / a
assert abs((P_energy / P_formula - 1) / nonlinear - 1) < 1e-3
G_one_percent = np.sqrt(0.01 * a / (b * 0.99**3)) / mu
assert abs(equilibrium_P(G_one_percent) / (mu * G_one_percent) - 0.99) < 1e-8

# Warming by 1 K at fixed coupling voltage
a_warm = (kelvin_above_T0 + 1) / (epsilon_0 * curie_constant)
P_warm = equilibrium_P(G, a_warm)
warm_ratio = kelvin_above_T0 / (kelvin_above_T0 + 1)
assert abs(P_warm / P_formula / warm_ratio - 1) < 1e-5


def solve_layers(thick, chis, sources, shorted):
    """Return eps0*E and P in each layer, and the common displacement D."""
    n = len(thick)
    matrix, rhs = np.zeros((2 * n + 1, 2 * n + 1)), np.zeros(2 * n + 1)
    for i in range(n):
        matrix[i, i], matrix[i, n + i], rhs[i] = -chis[i], 1, sources[i]
        matrix[n + i, i] = matrix[n + i, n + i] = 1
        matrix[n + i, 2 * n] = -1
    if shorted:
        matrix[2 * n, :n] = np.array(thick) / sum(thick)
    else:
        matrix[2 * n, 2 * n] = 1
    solution = np.linalg.solve(matrix, rhs)
    return solution[:n], solution[n:2 * n], solution[2 * n]


# Electrical conditions for a uniform slab
field_s, P_s, D_s = solve_layers([thickness], [chi], [P_formula], True)
assert abs(field_s[0]) < 1e-12 * P_formula
assert abs(P_s[0] / P_formula - 1) < 1e-10
assert abs(D_s / P_formula - 1) < 1e-10
field_o, P_o, D_o = solve_layers([thickness], [chi], [P_formula], False)
P_open = P_formula / eps_r
E_open = -P_formula / (epsilon_0 * eps_r)
assert abs(P_o[0] / P_open - 1) < 1e-8
assert abs(field_o[0] / epsilon_0 / E_open - 1) < 1e-8

# Low-permittivity layers next to both short-circuited electrodes
r = (2 * dead_thickness / dead_eps) / (thickness / eps_r)
D_dead = P_formula / (1 + r)
D_numeric = solve_layers([dead_thickness, thickness, dead_thickness],
                         [dead_eps - 1, chi, dead_eps - 1],
                         [0, P_formula, 0], True)[2]
assert abs(D_numeric / D_dead - 1) < 1e-7

# Narrow beam against wide plate, strains from isotropic Hooke's law
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))
stiff = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)
side = np.linalg.solve(stiff[1:, 1:], -stiff[1:, 0])
beam = np.array([1.0, side[0], side[1]])
plate = np.array([1.0, 0.0, -stiff[2, 0] / stiff[2, 2]])
assert abs((stiff @ beam)[0] / young - 1) < 1e-12
for mu11, mu12 in [(10.0, 80.0), (-30.0, 40.0), (70.0, 5.0)]:
    row = np.array([mu12, mu12, mu11])
    beam_formula = (1 - poisson) * mu12 - poisson * mu11
    assert abs(row @ beam - beam_formula) < 1e-10
    assert abs(row @ plate - beam_formula / (1 - poisson)) < 1e-10
P_plate = P_formula / (1 - poisson)

face_stress = young * face_strain
charge = P_formula * length * width
cell_charge = P_formula * cell_edge**2 / elementary_charge

print("INPUTS (material values rough)")
print(f"flexoelectric coefficient mu = {mu*1e6:.1f} uC/m")
print(f"strain gradient G = {G:.1f} 1/m")
print(f"beam length = {length*1e3:.1f} mm")
print(f"beam width = {width*1e3:.1f} mm")
print(f"beam thickness = {thickness*1e3:.2f} mm")
print(f"Curie constant = {curie_constant:.1e} K")
print(f"temperature above T0 = {kelvin_above_T0:.1f} K")
print(f"quartic coefficient b = {b:.1e} J m^5/C^4")
print(f"Young modulus = {young/1e9:.0f} GPa")
print(f"Poisson ratio = {poisson:.2f} (no unit)")
print(f"rough bending strength = {strength/1e6:.0f} MPa")
print(f"rough breakdown field = {breakdown/100:.0f} V/cm")
print(f"cell edge = {cell_edge*1e9:.2f} nm")
print(f"electrode layer thickness, each = {dead_thickness*1e9:.1f} nm")
print(f"electrode layer permittivity = {dead_eps:.1f} (relative)")
print("GEOMETRY")
print(f"bending radius R = {R:.3f} m")
print(f"gradient from fibre lengths = {measured_gradient:.6f} 1/m")
print(f"face strain = {face_strain*100:.4f} percent")
print(f"sagitta = {sagitta*1e6:.2f} um")
print("MAIN RESULT, SHORT CIRCUIT")
print(f"P = mu G = {P_formula:.4e} C/m^2")
print(f"P = mu G = {P_formula*100:.4f} uC/cm^2")
print(f"P from energy minimum = {P_energy:.8e} C/m^2")
print(f"electrode charge = {charge*1e9:.3f} nC")
print(f"charge per cell area = {cell_charge:.3e} e")
print("RESPONSE PARAMETERS")
print(f"susceptibility chi = {chi:.0f} (no unit)")
print(f"quadratic coefficient a = {a:.4e} J m/C^2")
print(f"coupling voltage f = {f:.1f} V")
print("NEGLECTED EFFECTS")
print(f"nonlinear change of P = {nonlinear*100:.2e} percent")
print(f"gradient for 1 percent loss = {G_one_percent:.1f} 1/m")
print(f"open-circuit P = {P_open:.4e} C/m^2")
print(f"open-circuit field = {E_open/100:.2f} V/cm")
print(f"open-circuit voltage size = {abs(E_open)*thickness:.4f} V")
print(f"open field / breakdown = {abs(E_open)/breakdown:.2e} (no unit)")
print(f"P after 1 K warming = {P_warm:.4e} C/m^2")
print(f"change on 1 K warming = {(P_warm/P_energy-1)*100:.2f} percent")
print(f"electrode-layer ratio r = {r:.5f} (no unit)")
print(f"charge change from layers = {(D_dead/P_formula-1)*100:.3f} percent")
print(f"P for wide plate, same material = {P_plate:.4e} C/m^2")
print(f"plate / beam = {P_plate/P_formula:.4f} (no unit)")
print(f"face stress = {face_stress/1e6:.1f} MPa")
print(f"face stress / strength = {face_stress/strength:.3f} (no unit)")
print("success")
```

It prints:

```
INPUTS (material values rough)
flexoelectric coefficient mu = 50.0 uC/m
strain gradient G = 2.0 1/m
beam length = 10.0 mm
beam width = 2.0 mm
beam thickness = 0.20 mm
Curie constant = 1.0e+05 K
temperature above T0 = 10.0 K
quartic coefficient b = 5.0e+09 J m^5/C^4
Young modulus = 100 GPa
Poisson ratio = 0.30 (no unit)
rough bending strength = 80 MPa
rough breakdown field = 50000 V/cm
cell edge = 0.40 nm
electrode layer thickness, each = 1.0 nm
electrode layer permittivity = 10.0 (relative)
GEOMETRY
bending radius R = 0.500 m
gradient from fibre lengths = 2.000000 1/m
face strain = 0.0200 percent
sagitta = 25.00 um
MAIN RESULT, SHORT CIRCUIT
P = mu G = 1.0000e-04 C/m^2
P = mu G = 0.0100 uC/cm^2
P from energy minimum = 9.99995573e-05 C/m^2
electrode charge = 2.000 nC
charge per cell area = 9.986e-05 e
RESPONSE PARAMETERS
susceptibility chi = 10000 (no unit)
quadratic coefficient a = 1.1294e+07 J m/C^2
coupling voltage f = 564.7 V
NEGLECTED EFFECTS
nonlinear change of P = -4.43e-04 percent
gradient for 1 percent loss = 96.5 1/m
open-circuit P = 9.9990e-09 C/m^2
open-circuit field = -11.29 V/cm
open-circuit voltage size = 0.2259 V
open field / breakdown = 2.26e-04 (no unit)
P after 1 K warming = 9.0909e-05 C/m^2
change on 1 K warming = -9.09 percent
electrode-layer ratio r = 0.01000 (no unit)
charge change from layers = -0.990 percent
P for wide plate, same material = 1.4286e-04 C/m^2
plate / beam = 1.4286 (no unit)
face stress = 20.0 MPa
face stress / strength = 0.250 (no unit)
success
```
